# Exchange Correction to Density of States and Conductivity in Two-Dimensional Diffusive Metals, part 1

(Sections cited here and not found follow in the second part.)

## 1. Diffusion-dressed vertices and the zero-bias dip

A model two-dimensional electron gas with $r_s=1$ and $k_Fl=100$ has the Drude conductivity $15.9\,e^2/\hbar$. When it is cooled from 31.6 K to 3.16 K, exchange lowers this conductivity by $0.1165\,e^2/\hbar$; from 3.16 K to 0.316 K it lowers it by $0.1166\,e^2/\hbar$. At these three temperatures the density of states at the Fermi level is reduced by 10, 16 and 23 percent. The conductivity loses the same amount in each decade, while the density of states loses slightly more each time. Both facts follow from one object, an interaction vertex enhanced by diffusion. The numbers are those of the exchange term in the diffusion approximation; their last digits depend on that approximation, as stated below.

**Model.** Units are $\hbar=e=m=k_B=1$, with a charge $+1$ in the coupling to the vector potential; its sign has no effect below. The density of states $\nu$ counts both spins, $\nu_1=\nu/2$ counts one. The disorder potential is Gaussian with correlator $\delta(\mathbf r-\mathbf r')/(2\pi\nu_1\tau)$. We assume $k_Fl\gg1$ and $T\tau\ll1$, and define

$$D=\tfrac12v^2\tau,\qquad \sigma=\nu D,\qquad \kappa=2\pi\nu. \tag{1}$$

The Coulomb repulsion $V(q)=2\pi/q$ is decoupled by a real field $\phi$:

$$e^{-\frac12\int\rho V\rho}\propto\int\mathcal D\phi\;e^{-\frac12\int\phi V^{-1}\phi-i\int\phi\rho}. \tag{2}$$

Electrons thus move in the potential $u=i\phi$. Integrating them out to second order in $\phi$ replaces $V^{-1}$ by $U^{-1}=V^{-1}+\Pi$, where $-\Pi$ is the density response to a potential. With $u(\tau)=\sum_mu_me^{-i\omega_m\tau}$ and $\omega_m=2\pi Tm$, per unit area,

$$\langle u_m(\mathbf q)u_{-m}(-\mathbf q)\rangle=-T\,U(q,\omega_m). \tag{3}$$

To second order in $u$ the Green function gains $\langle GuGuG\rangle$, which is $G\Sigma_FG$ with $\Sigma_F=-T\sum UG$. This is the Fock self-energy, so second order in $u$ is the exchange correction to first order in the screened interaction.

**The impurity ladder.** At leading order in $1/k_Fl$ impurity lines do not cross. Between two Green functions whose energies have opposite signs and differ by $\omega>0$, one rung of the ladder contributes

$$b=\frac1{2\pi\tau}\left\langle\int\frac{d\xi}{(\xi+vq\cos\theta-ia_1)(\xi+ia_2)}\right\rangle_\theta,\qquad a_1+a_2=\omega+\frac1\tau . \tag{4}$$

Closing the contour in the upper half plane gives $2\pi/(a_1+a_2+ivq\cos\theta)$ for the integral. The angular average is then

$$b=\frac1{\sqrt{(1+\omega\tau)^2+(ql)^2}}\simeq1-\omega\tau-\tfrac12q^2l^2,\qquad \frac1{1-b}=\frac1{\tau(Dq^2+\omega)}, \tag{5}$$

because $l^2/2=D\tau$. For energies of equal sign both poles lie on one side, $b=0$, and the vertex is bare. At $ql=0.05$ and $\omega\tau=0.002$, quadrature of (4) gives an enhancement of 309.0, and the diffusive form gives 307.7. The enhancement means that an electron stays near a slowly varying potential for a time of order $1/(Dq^2+\omega)$ instead of $\tau$.

**All ladders at once.** The noncrossing self-energy in the presence of $u$ and a vector potential $\mathbf A$ is $\Sigma(\mathbf r)=G(\mathbf r,\mathbf r)/(2\pi\nu_1\tau)$, a matrix in Matsubara energies $\varepsilon_n=\pi T(2n+1)$. Define

$$Q(\mathbf r)=\frac{i}{\pi\nu_1}G(\mathbf r,\mathbf r),\qquad \Sigma=-\frac{i}{2\tau}Q. \tag{6}$$

Without fields $\int d\xi\,(i\varepsilon+\tfrac{i}{2\tau}\mathrm{sgn}\,\varepsilon-\xi)^{-1}=-i\pi\,\mathrm{sgn}\,\varepsilon$, so that $Q=\Lambda\equiv\mathrm{sgn}\,\hat\varepsilon$. For fields slow on the scale $1/k_F$, linearize the kinetic energy about the Fermi surface: $\xi\to\xi+\mathbf v\cdot\mathbf P$, with $\mathbf P=-i\nabla-\mathbf A$. Then

$$G=(iY-\xi)^{-1},\quad Y=X+i\mathbf v\cdot\mathbf P+\frac{Q}{2\tau},\quad X=\hat\varepsilon+iu. \tag{7}$$

The integral over $\xi$ yields $g=(i/\pi)\int d\xi\,G=\mathrm{sgn}\,Y$ for each direction $\mathbf n$ of $\mathbf v$, and $Q=\langle g\rangle$. Hence $g^2=1$ and $[Y,g]=0$. The operator $\mathbf P$ enters through the commutator

$$\partial g\equiv i[\mathbf P,g]=\nabla g-i[\mathbf A,g], \tag{8}$$

and $g$ may be treated as a function of $\mathbf r$. The condition $[Y,g]=0$ reads

$$v\,\mathbf n\cdot\partial g+[X,g]+\frac1{2\tau}[Q,g]=0. \tag{9}$$

When fields vary little over $l$ and $\tau$, $g=Q+\mathbf n\cdot\mathbf g_1$ with small $\mathbf g_1$. The angular average of (9), with $\langle n_in_j\rangle=\delta_{ij}/2$, and its first harmonic at leading order are

$$\tfrac12v\,\partial\cdot\mathbf g_1+[X,Q]=0,\qquad v\,\partial Q+\frac1{2\tau}[Q,\mathbf g_1]=0. \tag{10}$$

The condition $g^2=1$ gives $Q^2=1$ and $Q\mathbf g_1=-\mathbf g_1Q$, so $[Q,\mathbf g_1]=2Q\mathbf g_1$ and $\mathbf g_1=-v\tau Q\,\partial Q$. Inserting this into the first equation,

$$D\,\partial(Q\,\partial Q)=[X,Q],\qquad Q^2=1. \tag{11}$$

As a test, $Q=\langle\mathrm{sgn}\,Y\rangle$ was solved directly for random matrices $u$ and $\mathbf P$. The mismatch in (11), relative to $[X,Q]$, was 0.078; it fell to 0.020 when gradients were halved and energies quartered, as expected for a leading-order equation.

**Action.** The equation (11) makes the following action stationary:

$$S=\frac{\pi\nu}4\,\mathrm{Tr}\left[D(\partial Q)^2-4XQ\right], \tag{12}$$

where Tr includes the integral over $\mathbf r$. To see this, vary $\delta Q=[Q,a]$, which preserves $Q^2=1$. The second term gives $-4\,\mathrm{Tr}\,a[X,Q]$ and the first $-2D\,\mathrm{Tr}\,a[\partial^2Q,Q]$. Differentiating $Q^2=1$ twice shows $(\partial Q)^2=-\frac12(Q\partial^2Q+\partial^2Q\,Q)$, hence $\partial(Q\partial Q)=\frac12[Q,\partial^2Q]$. The first term is therefore $4D\,\mathrm{Tr}\,a\,\partial(Q\partial Q)$, and (11) follows.

The prefactor is fixed by the microscopic functional, which per spin is $-\mathrm{Tr}\ln(G_0^{-1}-\Sigma)-\pi\nu_1\tau\,\mathrm{Tr}\,\Sigma^2$. It is stationary in $\Sigma$, so only explicit changes count:

$$\delta S=-2\,\mathrm{Tr}\,G\,(i\,\delta X+\mathbf v\cdot\delta\mathbf A)=-\pi\nu\,\mathrm{Tr}\,Q\,\delta X-i\pi\nu D\,\mathrm{Tr}\,Q\,\partial Q\cdot\delta\mathbf A. \tag{13}$$

Here $G(\mathbf r,\mathbf r)=-i\pi\nu_1Q$ and $\mathbf g_1=-v\tau Q\partial Q$ were used. The explicit derivatives of (12) agree: the first is immediate, and the second is $-\frac{i\pi\nu D}{2}\mathrm{Tr}\,\delta\mathbf A\cdot[Q,\partial Q]$, where $Q$ and $\partial Q$ anticommute. Energies far from the Fermi level add a local term quadratic in $u$, which does not depend on $\mathbf A$.

**The dressed vertex and screening.** Parametrize

$$Q=W+\Lambda\sqrt{1-W^2}=\Lambda+W-\tfrac12\Lambda W^2+\dots,\qquad W\Lambda=-\Lambda W. \tag{14}$$

Thus $W_{nk}$ is nonzero only if $\varepsilon_n$ and $\varepsilon_k$ have opposite signs. For $\mathbf A=0$, (11) to first order is $D\Lambda\nabla^2W=[\hat\varepsilon,W]+i[u,\Lambda]$. Its element with $\varepsilon_n>0>\varepsilon_k$ is $-Dq^2W=(\varepsilon_n-\varepsilon_k)W-2iu$. The element with reversed signs gives the same result, so

$$W_{nk}(\mathbf q)=\frac{2i\,u_{n-k}(\mathbf q)}{Dq^2+|\omega_{n-k}|}, \tag{15}$$

which contains the ladder (5).

The density at frequency $\omega_m>0$ is $-i\pi\nu T\sum_nW_{n,n-m}$. There are $m$ pairs of opposite sign, so this equals $\nu u\,\omega_m/(Dq^2+\omega_m)$. The local term from distant energies must cancel it at $q=0$, where particle number is conserved; it is therefore $-\nu u$. The sum is $-\Pi u$, with

$$\Pi=\frac{\nu Dq^2}{Dq^2+|\omega|},\qquad U=\left[\frac q{2\pi}+\frac{\nu Dq^2}{Dq^2+|\omega|}\right]^{-1}. \tag{16}$$

**Density of states.** It is $\nu$ times the real part of the diagonal of $Q$, continued to real energy. A second-order $W$ cannot contribute after averaging, since the average is diagonal in energy and $W$ has no diagonal elements. With (3), (14) and (15), for $\varepsilon_n>0$,

$$\frac{\delta\nu(i\varepsilon_n)}\nu=-\tfrac12\langle W^2\rangle_{nn}=-2T\sum_{\omega_m>\varepsilon_n}G_2(\omega_m),\quad G_2(\omega)=\int_q\frac{U(q,\omega)}{(Dq^2+\omega)^2}, \tag{17}$$

where $\int_q=\int d^2q/(2\pi)^2$. The two powers of the denominator are the two dressed vertices. Numerical minimization of (12) tests this kernel for a single mode: with $D=q=2\pi T=1$ and $\omega=2$ the change of $Q_{nn}$ per squared amplitude is $-2/(1+2)^2=-0.2222$, and the minimization gives the same digits.

Writing $\omega_m=\varepsilon_n+\pi T(2k+1)$ with $k\ge0$ turns (17) into a function analytic for $\mathrm{Re}\,\varepsilon>0$, so $\varepsilon\to-iE$ is allowed:

$$\frac{\delta\nu(E,T)}\nu=-2T\,\mathrm{Re}\sum_{k\ge0}G_2\big(\pi T(2k+1)-iE\big)\;\xrightarrow{T\to0}\;-\frac1\pi\mathrm{Re}\int_{-iE}^\infty d\omega\,G_2(\omega). \tag{18}$$

With $x=Dq^2+\omega$ the integrand of $G_2$ is $1/[x(qx/2\pi+\nu Dq^2)]$. Since $\int_x^\infty dx'/[x'(\alpha x'+\beta)]=\beta^{-1}\ln(1+\beta/\alpha x)$, the integral of $G_2/\pi$ from $\omega$ to infinity is

$$\ell(\omega)=\frac1{2\pi^2\sigma}\int_0^\infty\frac{dq}q\ln\left(1+\frac{D\kappa q}{Dq^2+\omega}\right). \tag{19}$$

Diffusion fails above $1/\tau$. Dropping those frequencies gives $\delta\nu(E)/\nu=-\mathrm{Re}\,[\ell(-iE)-\ell(1/\tau)]$; this choice affects only a constant independent of $E$. The constant is not negligible in the example: a cutoff at $2/\tau$ deepens the dip by one percentage point, and keeping the unexpanded ladder (5) up to the Fermi energy deepens it by about two, while the differences between temperatures stay the same.

**The double logarithm.** For $\omega\ll D\kappa^2$ the important momenta satisfy $q\ll\kappa$. With $c^2=\omega/D$ and $b_0=\omega/D\kappa$,

$$G_2\simeq\frac1{2\pi\nu D^2}\int_0^\infty\frac{dq}{(q^2+c^2)(q+b_0)}=\frac{\ln(c/b_0)+\pi b_0/2c}{2\pi\nu D^2(b_0^2+c^2)}\simeq\frac1{4\pi\sigma\omega}\ln\frac{D\kappa^2}\omega, \tag{20}$$

where the identity $(q^2+c^2)-(q-b_0)(q+b_0)=b_0^2+c^2$ splits the fraction, and the last step uses $b_0/c=\sqrt{\omega/D}/\kappa\ll1$. Integration from $\varepsilon$ to $1/\tau$ gives

$$\frac{\delta\nu(i\varepsilon)}\nu=-\frac{\ln^2(D\kappa^2/\varepsilon)-\ln^2(D\kappa^2\tau)}{8\pi^2\sigma}=-\frac1{8\pi^2\sigma}\ln\frac1{\varepsilon\tau}\,\ln\frac{D^2\kappa^4\tau}\varepsilon .$$

For $\varepsilon\to-iE$ with $E>0$ each logarithm gains $i\pi/2$, and the real part is

$$\frac{\delta\nu(E)}\nu=-\frac1{8\pi^2\sigma}\left[\ln\frac1{|E|\tau}\,\ln\frac{D^2\kappa^4\tau}{|E|}-\frac{\pi^2}4\right]. \tag{21}$$

The range $\omega/D\kappa<q<\sqrt{\omega/D}$ supplies the second logarithm. There $U\simeq\omega/(\nu Dq^2)$ exceeds the static value $1/\nu$, because charge has not had time to spread and screen. A static short-range interaction $U_0$ has no such range: then $G_2=U_0/(4\pi D\omega)$, and the exchange term is a single logarithm, $-(U_0/4\pi^2D)\ln(1/|E|\tau)$. For a contact repulsion the Hartree term, left out here, is $-2$ times this, so the first-order total has the opposite sign. For the Coulomb repulsion the smallest momentum in the range corresponds to a length $D\kappa/\omega$, which in the example is of the order of millimetres for $\omega\sim\pi T$ at 0.316 K. The double logarithm thus assumes a film at least this large, with no metal electrode closer than this length; a nearer gate or tunnel electrode screens the repulsion and cuts off the second logarithm. It also assumes an instantaneous repulsion, which needs $D\kappa=2\pi\sigma$ well below the speed of light $c$. In the example $D\kappa=0.73\,c$, and roughly a tenth of the dip comes from $q<\omega/c$, where retardation matters.

In the example $\tau=50$, $D=50$, $\kappa=2$, $D\kappa^2=200$ and $\sigma=15.92$, in atomic units. At $E=10^{-5}$ hartree the logarithms are $\ln2000=7.60$ and $\ln(2\times10^{11})=26.0$, so

$$\frac{\delta\nu}\nu=-\frac{7.60\times26.0-2.5}{8\pi^2\times15.92}\simeq-0.155,$$

equal to the integral (19) to three digits.

**Temperature.** The sum in (18) equals the zero-temperature curve smeared with $-f'$, where $f$ is the Fermi function. Let $H(E)=-\ell(-iE)+\ell(1/\tau)$, analytic for $\mathrm{Im}\,E>0$. Near its pole $z_k=i\pi T(2k+1)$, $f\simeq-T/(z-z_k)$, so $-f'\simeq-T/(z-z_k)^2$. Each pole contributes $2\pi i(-T)H'(E+z_k)$, and $H'(E)=-(i/\pi)G_2(-iE)$ makes this $-2T\,G_2(\pi T(2k+1)-iE)$. After an integration by parts the arc vanishes, as $G_2$ falls faster than $1/\omega$; the boundary term restores the constant $\ell(1/\tau)$. At $E=0$ and $T=10^{-5}$ hartree both ways of computing give $-0.160$. Temperature thus rounds the tip of the dip at $|E|\sim T$. The tip deepens with the square of a logarithm, which is why its loss per decade grows.

The expansion needs $|\delta\nu|\ll\nu$. At 0.316 K the dip of 23 percent is already a sizeable first-order term, and at $T=0$ the formula fails as $E\to0$.

## 2. The logarithmic conductivity and weak magnetic fields

The units are $\hbar=e=m=k_B=1$. The diffusion constant is $D$, the density of states for both spins $\nu$, the Drude conductivity $\sigma=\nu D$, and $\kappa=2\pi\nu$. The matrix $Q=\Lambda+W-\frac12\Lambda W^2+\dots$ describes disordered electrons in a fluctuating potential $u$ with $\langle uu\rangle=-TU$; here $\Lambda=\mathrm{sgn}\,\hat\varepsilon$, and $W$ connects Matsubara energies of opposite sign. The action is (12), with $\partial Q=\nabla Q-i[\mathbf A,Q]$, and the screened interaction $U$ is (16). The dressed vertex (15) gives, for a frequency transfer $\omega_M=2\pi TM$, the average

$$\langle W_{nk}W_{kn}\rangle=w_M\equiv4T\int_q\frac{U(q,\omega_M)}{(Dq^2+\omega_M)^2},\qquad M=|n-k|. \tag{22}$$

**Conductivity from the action.** Apply a uniform vector potential along $x$ with components $A_{\pm N}$ at frequencies $\pm\Omega=\pm2\pi TN$, $N>0$, and let $a=A_NA_{-N}$. As a matrix $A_{nk}=A_{n-k}$. The current is $j_N=-T\,\partial S/\partial A_{-N}$ per unit area, and the electric field at imaginary frequency is $-\Omega A_N$. Hence

$$S=\frac{\Omega}{T}\,\sigma(i\Omega)\,a \quad\text{per unit area}. \tag{23}$$

For $u=0$ the action is $-\frac{\pi\nu D}4\mathrm{Tr}[A,\Lambda]^2$. The element $[A,\Lambda]_{nk}=A_{nk}(\Lambda_k-\Lambda_n)$ is nonzero for $N$ pairs with $n-k=N$ and $N$ pairs with $n-k=-N$, so the trace is $-8Na$ and

$$S_0=2\pi\nu DN\,a=\frac{\Omega}{T}\,\nu D\,a, \tag{24}$$

the Drude value. The exchange correction is the average of the terms of order $u^2A^2$.

Averaging $e^{-S}$ over $u$ also produces the square of terms of order $u^2A$, a process with two screened lines. These terms vanish. They arise from the part of (12) linear in $A$,

$$S_A=-\frac{i\pi\nu D}2\mathrm{Tr}\,A(W\nabla_xW-\nabla_xW\,W). \tag{25}$$

If the first $W$ carries $(\mathbf q,M_1)$ and the second $(-\mathbf q,M_2)$, the gradients give $-2iq_x$. Interchanging the two labels changes this sign. The number of allowed energies is the same in both orders: the middle energy must be opposite in sign to the outer ones, which requires $M_1M_2<0$ and leaves $\min(|M_1|,|M_2|)$ choices. The two orders cancel. This expresses charge conjugation symmetry, present here because the linearization behind (7) makes $\nu$ and $D$ independent of energy. In a parabolic band $D$ varies on the scale of the Fermi energy, which is far above $T$.

Diffusion-dressed vertices give the density of states a double logarithm, and the action reproduces the Drude conductivity, with the terms of order $u^2A$ vanishing. What remains is to average the terms of order $u^2A^2$, take the dc limit to find the conductivity's logarithm, and examine the effect of weak magnetic fields.
